# Why noisy Arrhenius fits of one process show false compensation: test program

```python
"""False compensation in Arrhenius fits of ONE process.
Result under test: if ln k has independent errors of equal variance at the
temperatures T_i, least-squares fits ln k = lnA - E*x, x = 1/(kB*T), scatter so
that the regression of lnA on E has slope mean(x) = 1/(kB*T_hm), where T_hm is
the harmonic mean temperature. The correlation is xbar/sqrt(xbar^2 + s^2), with
s the population standard deviation of x.
Data: kinetic Monte Carlo (kMC) of H2 desorption from Si(100) dimers.
Units: eV, K, s; E in eV, x in 1/eV, k in 1/s per dimer."""
import numpy as np
from scipy import constants as const
from scipy.special import digamma, polygamma
from scipy.stats import hmean

rng = np.random.default_rng(20240)
kB = const.k / const.e
barrier, prefactor = 2.5, 1e15          # rough typical values
temps = np.array([700.0, 740.0, 780.0, 820.0, 860.0])
dimers, events, studies = 1000, 100, 40000

x = 1 / (kB * temps)
n = len(x)
xbar = x.mean()
d = x - xbar
S = np.sum(d**2)
s = np.sqrt(S / n)
T_hm = hmean(temps)


def true_rate(T):
    return prefactor * np.exp(-barrier / (kB * T))


def kmc(rates, n_events):
    """Run until n_events desorptions; sum the random waiting times."""
    rates = np.broadcast_to(rates, (studies, n))
    result = np.empty((studies, n))
    for j in range(n):
        waits = rng.exponential(size=(studies, n_events)).sum(axis=1)
        duration = waits / (dimers * rates[:, j])
        result[:, j] = n_events / (dimers * duration)
    return result


def arrhenius_fit(k, root_weights=None):
    c = np.polyfit(x, np.log(k).T, 1, w=root_weights)
    return -c[0], c[1]


def regress(E, lnA):
    """Slope of lnA on E and its standard error."""
    e, a = E - E.mean(), lnA - lnA.mean()
    slope = np.sum(e * a) / np.sum(e * e)
    error = np.std(a - slope * e) / (np.std(e) * np.sqrt(len(e)))
    return slope, error


def slope_unequal(variances):
    """Predicted slope for unweighted fits with unequal variances."""
    return xbar - S / n * np.sum(d * variances) / np.sum(d**2 * variances)


def agrees(measured, predicted):
    return abs(measured[0] - predicted) < 5 * measured[1]


def T_of(slope):
    return 1 / (kB * slope)


# Covariance matrix of the fit from linear algebra, for unit noise
design = np.column_stack([np.ones(n), -x])
C = np.linalg.inv(design.T @ design)
assert np.isclose(C[0, 1] / C[1, 1], 1 / (kB * T_hm), rtol=1e-9)

# Main simulation: equal number of events at every temperature
k_main = kmc(true_rate(temps), events)
E, lnA = arrhenius_fit(k_main)
main = regress(E, lnA)
sigma = np.sqrt(polygamma(1, events))
r_pred = xbar / np.hypot(xbar, s)
r_sim = np.corrcoef(E, lnA)[0, 1]
sd_E_pred = sigma / np.sqrt(S)
sd_A_pred = sigma * np.sqrt(1 / n + xbar**2 / S)
noise_sim = np.log(k_main).std(axis=0)
assert np.allclose(noise_sim, sigma, rtol=0.02)
assert agrees(main, 1 / (kB * T_hm))
slope_arith = 1 / (kB * temps.mean())
assert abs(main[0] - slope_arith) > 8 * main[1]   # arithmetic mean fails
assert abs(r_sim - r_pred) < 5 * (1 - r_pred**2) / np.sqrt(studies)
assert np.isclose(E.std(), sd_E_pred, rtol=0.02)
assert np.isclose(lnA.std(), sd_A_pred, rtol=0.02)
bias = np.log(events) - digamma(events)
assert abs(E.mean() - barrier) < 5 * sd_E_pred / np.sqrt(studies)
lnA_expected = np.log(prefactor) + bias
assert abs(lnA.mean() - lnA_expected) < 5 * sd_A_pred / np.sqrt(studies)
reverse = 1 / regress(lnA, E)[0]
assert np.isclose(reverse, xbar / r_pred**2, rtol=0.003)

# The rate at the harmonic mean temperature does not follow E
ln_pivot = lnA - E * xbar
r_pivot = np.corrcoef(ln_pivot, E)[0, 1]
assert abs(r_pivot) < 5 / np.sqrt(studies)
assert np.isclose(ln_pivot.std(), sigma / np.sqrt(n), rtol=0.02)

# Scatter of the slope when only ten fits are compared
group = 10
Eg, Ag = E.reshape(-1, group), lnA.reshape(-1, group)
small = np.array([regress(e, a)[0] for e, a in zip(Eg, Ag)])
sd_small = s / np.sqrt(group - 3)
assert np.isclose(small.std(), sd_small, rtol=0.07)
assert abs(small.mean() - xbar) < 5 * sd_small / np.sqrt(len(small))

# Larger noise: wider cloud, same slope
E25, A25 = arrhenius_fit(kmc(true_rate(temps), 25))
noisy = regress(E25, A25)
assert agrees(noisy, xbar)
assert np.isclose(E25.std(), np.sqrt(polygamma(1, 25) / S), rtol=0.02)

# Fixed duration: few events when cold, many when hot
mean_counts = 100 * true_rate(temps) / true_rate(temps[0])
run_time = 100 / (dimers * true_rate(temps[0]))
counts = rng.poisson(mean_counts, size=(studies, n))
k_fixed = counts / (dimers * run_time)
fixed = regress(*arrhenius_fit(k_fixed))
fixed_pred = slope_unequal(1 / mean_counts)
assert agrees(fixed, fixed_pred) and not agrees(fixed, xbar)
weighted = regress(*arrhenius_fit(k_fixed, np.sqrt(mean_counts)))
weighted_pred = np.average(x, weights=mean_counts)
assert agrees(weighted, weighted_pred) and not agrees(weighted, xbar)

# Thermometer offset shared by all points of one study
g = np.sum(d**3) / S
b_offset = (xbar**2 - s**2 + xbar * g) / (2 * xbar + g)
E_up, A_up = arrhenius_fit(true_rate(temps + 0.01)[None, :])
E_dn, A_dn = arrhenius_fit(true_rate(temps - 0.01)[None, :])
b_direct = ((A_up - A_dn) / (E_up - E_dn))[0]
assert np.isclose(b_direct, b_offset, rtol=1e-5)
offset_sd = 3.0
sd_E_offset = barrier * kB * (2 * xbar + g) * offset_sd
assert np.isclose(abs(E_up - E_dn)[0] / 0.02 * offset_sd, sd_E_offset,
                  rtol=1e-5)
mix_pred = ((sd_E_pred**2 * xbar + sd_E_offset**2 * b_offset)
            / (sd_E_pred**2 + sd_E_offset**2))
shifts = rng.normal(0, offset_sd, size=(studies, 1))
mixed = regress(*arrhenius_fit(kmc(true_rate(temps + shifts), events)))
assert agrees(mixed, mix_pred) and not agrees(mixed, xbar)

# Independent temperature error at every point
jitter_sd = 2.0
jitter_noise = barrier * kB * x**2 * jitter_sd
jitter_pred = slope_unequal(sigma**2 + jitter_noise**2)
jit = rng.normal(0, jitter_sd, size=(studies, n))
jittered = regress(*arrhenius_fit(kmc(true_rate(temps + jit), events)))
assert agrees(jittered, jitter_pred)

# Incomplete refilling by silane: a curved Arrhenius plot (mean field)
pressure_torr, sticking, lattice = 1.0, 1e-5, 0.543e-9
mass = 32.12 * const.atomic_mass
flux = pressure_torr * const.torr / np.sqrt(
    2 * np.pi * mass * const.k * temps)
refill = sticking * flux * lattice**2             # one dimer per a^2
k_true = true_rate(temps)
open_fraction = k_true / (k_true + refill)
k_curved = k_true * (1 - open_fraction)
E_curved = arrhenius_fit(k_curved[None, :])[0][0]
Ec, Ac = arrhenius_fit(kmc(k_curved, events))
curved = regress(Ec, Ac)
assert agrees(curved, xbar)
assert abs(Ec.mean() - E_curved) < 5 * sd_E_pred / np.sqrt(studies)
assert abs(E_curved - barrier) > 0.01             # the curvature is real

print(f"barrier {barrier} eV, prefactor {prefactor:.0e} 1/s")
print(f"dimers {dimers}, events per run {events}, studies {studies}")
print("T (K), x (1/eV), true k (1/s), k of study 1 (1/s):")
for T, xi, kt, k1 in zip(temps, x, k_true, k_main[0]):
    print(f"  {T:.0f}  {xi:.3f}  {kt:.4e}  {k1:.4e}")
print(f"xbar {xbar:.3f} 1/eV, S {S:.3f} 1/eV^2, s {s:.3f} 1/eV")
print(f"harmonic mean T {T_hm:.2f} K, arithmetic {temps.mean():.2f} K")
print(f"noise of ln k: {sigma:.4f}; bias of ln k: {bias:.4f}")
print(f"true ln(A s) {np.log(prefactor):.3f}")
print("first ten studies: E (eV), ln(A s), ln(k s) at T_hm:")
for e, a, p in zip(E[:10], lnA[:10], ln_pivot[:10]):
    print(f"  {e:.3f}  {a:.2f}  {p:.3f}")
r_ten = np.corrcoef(E[:10], lnA[:10])[0, 1]
print(f"these ten: slope {small[0]:.2f} 1/eV, T {T_of(small[0]):.0f} K")
print(f"these ten: correlation {r_ten:.4f}")
print(f"sd of ten-fit slope: formula {sd_small:.3f} 1/eV")
print(f"sd of ten-fit slope: simulated {small.std():.3f} 1/eV")
print(f"all studies: slope {main[0]:.3f} +- {main[1]:.3f} 1/eV")
print(f"all studies: T from slope {T_of(main[0]):.2f} K")
print(f"slope for arithmetic mean T {slope_arith:.3f} 1/eV")
print(f"correlation: formula {r_pred:.5f}, simulated {r_sim:.5f}")
print(f"sd of E: formula {sd_E_pred:.4f}, simulated {E.std():.4f} eV")
print(f"sd of lnA: formula {sd_A_pred:.3f}, simulated {lnA.std():.3f}")
print(f"sd of log10 A, formula: {sd_A_pred / np.log(10):.3f} decades")
print(f"reverse regression: formula {xbar / r_pred**2:.3f} 1/eV")
print(f"reverse regression: simulated {reverse:.3f} 1/eV")
print(f"correlation of ln k(T_hm) with E: {r_pivot:.4f}")
print(f"sd of ln k(T_hm): {ln_pivot.std():.4f}")
print(f"25 events: slope {noisy[0]:.3f} 1/eV, sd E {E25.std():.4f} eV")
print(f"fixed time: counts {mean_counts[0]:.0f} to {mean_counts[-1]:.0f}")
print("slopes (1/eV) formula, simulated; T (K) from formula:")
for name, pred, sim in [
        ("fixed time, unweighted", fixed_pred, fixed),
        ("fixed time, weighted", weighted_pred, weighted),
        ("shared offset 3 K + noise", mix_pred, mixed),
        ("point errors 2 K + noise", jitter_pred, jittered),
        ("incomplete refilling", xbar, curved)]:
    print(f"  {name}: {pred:.3f}, {sim[0]:.3f}; {T_of(pred):.1f}")
print(f"offset alone: slope {b_offset:.3f} 1/eV, T {T_of(b_offset):.0f} K")
print(f"sd of E from 3 K offset: {sd_E_offset:.4f} eV")
print(f"ln k noise from 2 K: {jitter_noise[-1]:.3f} (860 K)"
      f" to {jitter_noise[0]:.3f} (700 K)")
print(f"silane {pressure_torr} Torr, sticking {sticking:.0e}")
print(f"refill rate at 860 K: {refill[-1]:.2f} 1/s per dimer")
print(f"open dimers at 860 K: {100 * open_fraction[-1]:.1f} %")
print(f"fitted E with incomplete refilling: {E_curved:.3f} eV")
print("done: every assertion held")
```

Running it gives:

```
barrier 2.5 eV, prefactor 1e+15 1/s
dimers 1000, events per run 100, studies 40000
T (K), x (1/eV), true k (1/s), k of study 1 (1/s):
  700  16.578  1.0018e-03  9.4291e-04
  740  15.682  9.4129e-03  1.0786e-02
  780  14.878  7.0285e-02  7.7550e-02
  820  14.152  4.3134e-01  5.0231e-01
  860  13.494  2.2361e+00  2.2036e+00
xbar 14.957 1/eV, S 5.949 1/eV^2, s 1.091 1/eV
harmonic mean T 775.88 K, arithmetic 780.00 K
noise of ln k: 0.1003; bias of ln k: 0.0050
true ln(A s) 34.539
first ten studies: E (eV), ln(A s), ln(k s) at T_hm:
  2.518  34.87  -2.790
  2.514  34.73  -2.874
  2.492  34.50  -2.769
  2.456  33.91  -2.824
  2.515  34.75  -2.859
  2.524  34.82  -2.921
  2.513  34.70  -2.884
  2.512  34.73  -2.845
  2.574  35.63  -2.865
  2.407  33.24  -2.757
these ten: slope 14.20 1/eV, T 817 K
these ten: correlation 0.9979
sd of ten-fit slope: formula 0.412 1/eV
sd of ten-fit slope: simulated 0.413 1/eV
all studies: slope 14.961 +- 0.005 1/eV
all studies: T from slope 775.63 K
slope for arithmetic mean T 14.878 1/eV
correlation: formula 0.99735, simulated 0.99736
sd of E: formula 0.0411, simulated 0.0410 eV
sd of lnA: formula 0.616, simulated 0.615
sd of log10 A, formula: 0.268 decades
reverse regression: formula 15.036 1/eV
reverse regression: simulated 15.041 1/eV
correlation of ln k(T_hm) with E: 0.0044
sd of ln k(T_hm): 0.0446
25 events: slope 14.965 1/eV, sd E 0.0824 eV
fixed time: counts 100 to 223198
slopes (1/eV) formula, simulated; T (K) from formula:
  fixed time, unweighted: 14.206, 14.206; 816.9
  fixed time, weighted: 13.641, 13.642; 850.7
  shared offset 3 K + noise: 13.590, 13.567; 853.9
  point errors 2 K + noise: 14.807, 14.810; 783.7
  incomplete refilling: 14.957, 14.955; 775.9
offset alone: slope 7.480 1/eV, T 1551 K
sd of E from 3 K offset: 0.0194 eV
ln k noise from 2 K: 0.078 (860 K) to 0.118 (700 K)
silane 1.0 Torr, sticking 1e-05
refill rate at 860 K: 6.23 1/s per dimer
open dimers at 860 K: 26.4 %
fitted E with incomplete refilling: 2.416 eV
done: every assertion held
```
